# Stable Scattering-Matrix Cascades for Layered Quantum Channels

## Definitions and conventions

An electron moves along $x$ through layers in which the potential and mass do not depend on $x$. Its wave function is expanded in $N$ transverse modes with coefficients $\psi(x)$, a column of length $N$. In one layer

$$\psi''=\frac{\mu}{c}(W-E)\psi,\qquad c=\frac{\hbar^2}{2m_0},$$

where $\mu$ is the effective mass in units of the free mass $m_0$, and $W$ is the real symmetric matrix of transverse energy, including the barrier. The time factor is $e^{-iEt/\hbar}$, so $e^{ikx}$ with $k>0$ moves right. This is a one-band, one-electron model without inelastic scattering.

At an interface $\psi$ and $\phi=\psi'/\mu$ are continuous. In terms of these,

$$\psi'=\mu\phi,\qquad \phi'=\frac{W-E}{c}\psi .$$

Hence $(\psi^\dagger\phi)'=\mu\phi^\dagger\phi+\psi^\dagger(W-E)\psi/c$ is real, and the flux $J=\mathrm{Im}\,\psi^\dagger\phi$ is constant along the wire.

Choose one real $\eta>0$ for the whole structure and define reference waves by

$$\psi=p+q,\qquad \phi=i\eta(p-q).$$

They are the waves of a fictitious medium in which every mode travels: $p$ to the right, $q$ to the left. The medium has zero thickness, so it changes no physics. Since $\psi$ and $\phi$ are continuous, so are $p$ and $q$, and no interface matrix is needed between layers. The flux is

$$J=\eta\,\mathrm{Re}\,(p+q)^\dagger(p-q)=\eta(|p|^2-|q|^2),$$

because the cross terms $q^\dagger p-p^\dagger q$ are imaginary.

A scattering matrix gives outgoing waves from incoming ones:

$$\begin{pmatrix}q_L\\p_R\end{pmatrix}=\begin{pmatrix}r&t'\\t&r'\end{pmatrix}\begin{pmatrix}p_L\\q_R\end{pmatrix}.$$

Equal flux at the two faces, $|p_L|^2-|q_L|^2=|p_R|^2-|q_R|^2$, rearranges to equal incoming and outgoing norms. The matrix is therefore unitary, and each of its blocks has norm at most one, however thick the layer.

## One layer without growing exponentials

Diagonalize $W=Q\,\mathrm{diag}(w_n)\,Q^T$. Each transverse eigenmode then scatters alone. Put $g=\mu(w_n-E)/c$. The mode travels with $k=\sqrt{-g}$ if $g<0$ and decays with $\kappa=\sqrt g$ if $g>0$.

A uniform layer of thickness $d$ is symmetric about its centre, so its solutions can be taken even or odd. Let $D$ and $F$ be the values of $\psi$ and $\phi$ at the right face, up to a common factor. With $h=kd/2$ or $h=\kappa d/2$:

- Travelling, even: $D_e=\cos h$, $F_e=-(k/\mu)\sin h$.
- Travelling, odd: $D_o=\sin h/k$, $F_o=\cos h/\mu$.
- Decaying, even: $D_e=1$, $F_e=(\kappa/\mu)\tanh h$.
- Decaying, odd: $D_o=\tanh h/\kappa$, $F_o=1/\mu$.

The decaying solutions have been divided by $\cosh h$, which removes all growth. At $k=0$ or $\kappa=0$ the odd value must be replaced by its limit $D_o=d/2$.

At the right face let the incoming wave be $q=1$ and the outgoing wave $p=s$. The ratio $\phi/\psi=F/D$ requires

$$i\eta(s-1)D=F(s+1)\quad\Rightarrow\quad s=\frac{i\eta D+F}{i\eta D-F}.$$

For real $D,F$ the modulus is one. The denominator vanishes only for $D=F=0$, which a non-zero solution excludes.

In the even case both incoming waves equal 1 and both outgoing waves equal $s_e$, so $r+t=s_e$. In the odd case $q_R=1$ and $p_L=-1$, so $r-t=s_o$. Thus

$$r=\frac{s_e+s_o}{2},\qquad t=\frac{s_e-s_o}{2}.$$

The second formula should not be evaluated as it stands: for a thick barrier $s_e$ and $s_o$ agree to all stored digits and a small $t$ is lost. The subtraction is done by algebra instead. Over the common denominator the numerator of $s_e-s_o$ is

$$(i\eta D_e+F_e)(i\eta D_o-F_o)-(i\eta D_o+F_o)(i\eta D_e-F_e).$$

The terms $-\eta^2D_eD_o$ and $-F_eF_o$ occur in both products and cancel. The rest is $2i\eta(F_eD_o-D_eF_o)$. For a travelling mode the bracket is $-(\sin^2h+\cos^2h)/\mu=-1/\mu$; for a decaying one it is $(\tanh^2h-1)/\mu=-\mathrm{sech}^2h/\mu$. Therefore

$$t=\frac{-i\eta\,\omega/\mu}{(i\eta D_e-F_e)(i\eta D_o-F_o)},$$

with $\omega=1$ for a travelling mode and, for a decaying one,

$$\omega=\mathrm{sech}^2h=\frac{4e^{-\kappa d}}{(1+e^{-\kappa d})^2}.$$

At $d=0$ this gives $t=1$, $r=0$, as it must. For a thick barrier $t\propto e^{-\kappa d}$, with its relative accuracy kept. Finally the diagonal results are rotated to the common basis: $r\to QrQ^T$, $t\to QtQ^T$. The layer is symmetric, so $r'=r$ and $t'=t$.

## Joining two parts

Let $A$ lie left of $B$, let $a$ enter $A$ from the left and $b$ enter $B$ from the right. Between them

$$p=t_Aa+r'_Aq,\qquad q=r_Bp+t'_Bb.$$

For $b=0$, inserting the second equation in the first gives $p=Xt_Aa$ with $X=(1-r'_Ar_B)^{-1}$. The inverse sums the repeated reflections between the parts. The outgoing waves are $t_Bp$ on the right and $r_Aa+t'_Aq$ on the left, hence

$$t=t_BXt_A,\qquad r=r_A+t'_Ar_BXt_A.$$

For $a=0$, $p=r'_Aq$ gives $q=Yt'_Bb$ with $Y=(1-r_Br'_A)^{-1}$, and

$$t'=t'_AYt'_B,\qquad r'=r'_B+t_Br'_AYt'_B.$$

The flux entering $B$ at the junction is the flux leaving $A$, so the joined matrix is again unitary whenever the inverse exists.

## Leads

In the left lead a mode is $a e^{ikx}+b e^{-ikx}$, with $k$ real if open and $k=i\kappa$ if closed. Put $y=k/(\mu\eta)$. Continuity gives $a+b=p+q$ and $y(a-b)=p-q$. Their difference is $2q=(1-y)a+(1+y)b$, which yields $b$; substitution in their sum yields $p$:

$$b=\frac{2q-(1-y)a}{1+y},\qquad p=\frac{2y\,a+(1-y)q}{1+y}.$$

The lead flux is $\eta y|a|^2$, so open amplitudes are rescaled by $\sqrt y$. The lead-reference transmission becomes $2\sqrt y/(1+y)$ in both directions, the reflection on the reference side $(1-y)/(1+y)$, and that on the lead side its negative. A closed mode carries no incoming wave; its $y$ is imaginary, and it reflects the reference wave with modulus one. It is kept inside the cascade and omitted from the external channels. The right lead is the mirror image. Summed transmission is then simply $T=\sum|t_{mn}|^2$ over open modes.

## Pseudocode and cost

```text
choose eta
S = left_lead(E, eta)
for each layer from left to right:
    diagonalize W = Q diag(w) Q^T
    compute r, t for each w       # tanh and sech^2 forms
    B = (Q r Q^T, Q t Q^T, Q t Q^T, Q r Q^T)
    S = join(S, B)
S = join(S, right_lead(E, eta))
T = sum(abs(S.t)^2)

join(A, B):                       # order r, t, t', r'
    P = solve(1 - A.r' B.r, A.t)
    R = solve(1 - B.r A.r', B.t')
    return (A.r + A.t' B.r P,  B.t P,
            A.t' R,  B.r' + B.t A.r' R)
```

Each layer costs one eigenproblem, a fixed number of matrix products and two linear solves: time $O(N^3)$ per layer, and $O(N^2)$ storage for the running matrix. If $W$ does not depend on $E$, its eigenvectors can be reused at every energy. If only $t$ is wanted, the update needs only $t_A$ and $r'_A$ from the left part.

## How rounding error is amplified

Write $Z=r'_Ar_B$. A small error $\delta Z$ changes the transmission by

$$\delta t=t_BX\,\delta Z\,Xt_A,$$

to first order. This looks quadratic in $\|X\|$, but unitarity reduces it. The rows of $A$ give $t_At_A^\dagger=1-r'_Ar_A'^\dagger$. Since $\|r_B\|\le1$, $ZZ^\dagger\le r'_Ar_A'^\dagger$ as matrices. With $XZ=X-1$,

$$Xt_At_A^\dagger X^\dagger\le X(1-ZZ^\dagger)X^\dagger=XX^\dagger-(X-1)(X^\dagger-1)=X+X^\dagger-1 .$$

So $\|Xt_A\|^2\le2\|X\|-1$. The columns of $B$ give the same bound for $\|t_BX\|^2$, and

$$\|\delta t\|\le(2\|X\|-1)\|\delta Z\|.$$

This holds for one junction. It bounds an absolute error and contains no factor $e^{\kappa d}$. What remains is the size of $X$, for which two cases can be worked out.

**A barrier cut in two.** For a thick barrier $\tanh h\to1$, and both parities give $r=(1-i\xi)/(1+i\xi)$ with $\xi=\kappa/(\mu\eta)$. Then $1-r^2=4i\xi/(1+i\xi)^2$, so

$$\|X\|=\frac{1+\xi^2}{4\xi}=\frac14\left(\xi+\frac1\xi\right).$$

For $\xi=0.4751$ this is $(0.4751+2.1048)/4=0.645$, which the direct calculation reproduces. The formula also shows how to choose $\eta$: $\mu\eta$ should be comparable with the wave numbers and decay constants present. A reference far from all of them makes $\|X\|$ large for no physical reason.

**A resonance.** Take two mirror-image halves with one channel, reflection $\rho$ seen from the middle, and $|\rho|^2=1-\tau$, where $\tau$ is the transmission of one half into the reference medium. At resonance $\rho^2$ is real and positive, so $\|X\|=1/(1-\rho^2)=1/\tau$, while the total transmission is $(\tau/\tau)^2=1$. For two 8 nm barriers of 0.3 eV around a 5 nm well, $\tau=9.18\times10^{-4}$ at 0.1153 eV, and $\|X\|=1089$. About three of the sixteen decimal digits are at risk. Narrower resonances cost more, and a truly bound state makes the inverse singular. The figure refers to the chosen $\eta$: the wave has an antinode at this cut, and $\|X\|$ there is nearly proportional to $\eta$ as long as it is large. What belongs to the trapped state itself is the sharp dependence of $T$ on energy.

## What goes wrong in a transfer matrix

The transfer matrix carries $(\psi,\phi)$ from the left face to the right. For one decaying eigenmode it is

$$M=\begin{pmatrix}\cosh\kappa d&(\mu/\kappa)\sinh\kappa d\\(\kappa/\mu)\sinh\kappa d&\cosh\kappa d\end{pmatrix}.$$

Growth is harmless if the large numbers are used properly. Consider a single channel between equal leads, with $v=k/\mu$ and unit incident amplitude. Since $\det M=1$, the inverse relation is

$$1+r=t(M_{22}-ivM_{12}),\qquad 1-r=t(M_{11}+iM_{21}/v).$$

The second line has been divided by $iv$. Adding,

$$t=\frac{2}{M_{11}+M_{22}+i(M_{21}/v-vM_{12})}.$$

For a barrier the real part is a sum of positive terms, so the denominator cannot be lost by cancellation. The forward relation $t=M_{11}(1+r)+ivM_{12}(1-r)$ must instead produce a number of order $e^{-\kappa d}$ from terms of order $e^{\kappa d}$. With machine spacing $\varepsilon=2.2\times10^{-16}$ it fails once $\varepsilon e^{2\kappa d}\sim1$, near $\kappa d=18$.

For $E=0.1$ eV, a 0.3 eV barrier and $d=80$ nm, $\kappa d\approx38$. The first formula gives $T=3.446\times10^{-33}$, in agreement with the closed expression for a rectangular barrier; the forward formula returns zero. The cascade remains accurate even for 400 nm, where $T=3.04\times10^{-165}$.

With several modes the rotation by $Q$ mixes scales inside single matrix entries. The upper-left block contains

$$M_{11}^{(mn)}=\sum_jQ_{mj}Q_{nj}\cosh\kappa_jd,$$

where a travelling mode contributes $\cos k_jd$. The entry is stored with an error of about $\varepsilon$ times its largest term. When $\varepsilon Q_{mj}Q_{nj}e^{\kappa_jd}$ reaches order one for the fastest mode, the contribution of the open channel to that entry has been rounded away. Once this happens in the entries that carry the open channel, such as $m=n=1$ when the lowest mode is open, no later solver can restore it. The danger thus has two ingredients: unequal growth, and mixing that puts the growing terms into the same entries as the others.

## Worked example: a gated wire

A square wire 10 nm wide has hard walls and $\mu=0.043$. The matrix $W$ contains six modes of one lateral direction, $y$. The other lateral direction stays in its lowest mode, whose constant energy is left out of both $W$ and $E$. The $y$ subbands scale as $n^2$: the first lies at 0.0874 eV and the sixth at $36$ times this, 3.148 eV. A transverse field $\mathcal E$ adds $e\mathcal E(y-L_y/2)$, where $L_y$ is the width and $y$ runs from one wall. Writing the product of two sine modes as a difference of cosines and integrating gives, for odd $m-n$,

$$\langle m|y|n\rangle=-\frac{2L_y}{\pi^2}\left[\frac1{(m-n)^2}-\frac1{(m+n)^2}\right]=-\frac{8L_ymn}{\pi^2(m^2-n^2)^2}.$$

For even $m-n$ the centred element vanishes. The gated part has layers of 4, 12 and 4 nm, with barriers 0.05, 0.10 and 0.05 eV and fields 0.1, 0.3 and 0.2 MV/cm. The leads have neither barrier nor field. Let $u$ be the energy above the lowest source subband.

In the middle layer the field lowers the first subband from 0.100 to 0.089 eV above that of the source. At $u=0.05$ eV the electron tunnels, with $T=4.96\times10^{-3}$; at $u=0.15$ eV it passes above the barrier, with $T=0.994$. The largest decay constant in the middle layer at the higher energy is 1.84 nm$^{-1}$, so $\varepsilon e^{\kappa L}=1$ at $36.04/1.8445=19.5$ nm.

The next table varies the middle thickness at $u=0.15$ eV, with all else fixed.

| Middle (nm) | $\varepsilon\lVert M\rVert$ | $T$, transfer | $T$, cascade |
|---:|---:|---:|---:|
| 6 | $6.8\times10^{-4}$ | 0.99252 | 0.99252 |
| 12 | $4.4\times10^1$ | 0.99393 | 0.99393 |
| 20 | $1.1\times10^8$ | 1.176 | 0.99869 |
| 30 | $1.1\times10^{16}$ | $7.1\times10^{13}$ | 0.99257 |
| 60 | $1.2\times10^{40}$ | $7.6\times10^{60}$ | 0.99369 |

From 12 to 20 nm the norm should grow by $e^{1.8445\times8}=2.6\times10^6$, and it does. At 12 nm the transfer result is still good although $\varepsilon\|M\|$ exceeds one. The norm is set by the fastest-growing closed modes, so it is a warning and not a direct measure of the error in $T$. At 20 nm the transmission exceeds one, which is impossible with one open channel, and beyond that it is meaningless. The error at 20 nm arises when the layer matrices are multiplied. The middle layer alone is still safe: because $Q_{16}$ is small, the single-layer estimate above is below $10^{-6}$ in its $m=n=1$ entry. The product, however, carries the growth of the whole gated length, 28 nm, for which the same estimate is of order one, and the terms of the open channel are rounded away when the product is stored. That the three fields differ is not the cause: equal fields, or one uniform layer of 28 nm, fail in the same way.

The cascade was compared with a matrix exponential of the first-order equations for $(\psi,\phi)$, carried to 110 digits. For every thickness in the table $T$ agrees to within a relative $10^{-8}$, as it does for the 60 nm layer at $u=0.05$ eV. Cutting the 12 nm layer into 60 slices, or tripling $\eta$, changes $T$ at $u=0.15$ eV by less than a relative $10^{-9}$.

The role of mixing can be isolated by setting all three fields to zero at 60 nm. The norm is almost unchanged, $\varepsilon\|M\|=1.1\times10^{40}$, yet both methods now give $T=0.97660$. The modes no longer share matrix entries, so the enormous terms of the closed modes do not touch the open one.

The tunnelling values offer a physical check. Lengthening the middle layer from 12 to 60 nm at $u=0.05$ eV lowers $T$ to $8.68\times10^{-12}$, a factor of $5.7\times10^8$. If $T\propto e^{-2\kappa d}$, then $\kappa=\ln(5.7\times10^8)/96=0.210$ nm$^{-1}$. The single-channel barrier above has the same mass and $\kappa=0.4751$ nm$^{-1}$ at 0.2 eV below its top. Scaling by the square root of the depth, here 0.0391 eV, gives $0.4751\sqrt{0.0391/0.2}=0.210$ nm$^{-1}$, the same value.

At 300 K the linear conductance is

$$G=\frac{2e^2}{h}\int T(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$

With the Fermi level at $u=0.05$ eV the thermal mean of $T$ is 0.156, so $G=0.156\times77.5=12.1$ µS. This is some thirty times what $T$ at the Fermi level would give. Thermal electrons above the barrier can account for a mean of this size: a sharp step at 0.0891 eV, which passes only them, would give $1/(1+e^{0.0391/0.0259})=0.18$.

## Relation to a real wire

The mass and width are rough values for an indium gallium arsenide nanowire channel. The tunnelling current is sensitive to the assumption of hard walls. With rough oxide walls of 2 eV and mass $0.3m_0$, the first subband falls from 0.087 to 0.049 eV. A hard-wall wire 13.4 nm wide has the same first subband and serves as a rough substitute; its response to the field is not exactly that of the soft-walled wire. At fixed $u=0.05$ eV and fixed fields, $T$ in the substitute is larger by a factor of 5.6. This somewhat overstates the effect of soft walls, because the field shifts the first subband less in the soft-walled wire than in the substitute. Without a field $T$ at fixed $u$ would not depend on the width, but the field lowers the gated subband further in a wider wire. A nonparabolic mass estimate, with a rough gap of 0.75 eV, multiplies $T$ by 0.56. At $u=0.15$ eV either change moves $T$ by less than 1%.

Ballistic motion is itself approximate here. A rough mobility of 3000 cm²/Vs gives a free path of 47 nm at $u=0.05$ eV, against 20 nm of gated length. If collisions are independent, a fraction $1-e^{-0.43}\approx0.35$ of electrons crossing at that speed would scatter. For the thermal current this is a low estimate: most of it is carried by electrons that pass just above the barrier, where they move more slowly and have more time to scatter. With hard walls the second mode of the other lateral direction, left out of $W$, would add only $5\times10^{-5}$ of the current; soft walls bring the subbands closer together and raise this to a few thousandths. The largest transverse potential drop, 0.30 eV, is below the gap, so the field alone does not align the two band edges across the wire. Large drain bias and the self-consistent charge are not treated.

## Failure modes to guard against

- **Weak channels.** The bound on $\delta t$ is absolute. If one channel transmits far more than another, the smaller entries of $t$ may have no correct digits, although the total $T$ is accurate.
- **Near-trapped states.** Monitor $\|X\|$ at each junction. In the 4-12-4 nm example at $u=0.15$ eV its largest value is 1.75. A large value calls for a check of $\eta$ first, then for a fine energy grid or higher precision.
- **Unitarity as a diagnostic.** At $u=0.5$ eV, with two open modes, the unitarity defect is $6\times10^{-15}$. This detects loss of flux; it does not detect a wrong potential or too few modes.
- **Mode truncation.** At $u=0.15$ eV one, two, four and ten modes give $T=0.99855$, $0.99407$, $0.99393$ and $0.99393$. The highest modes lie at energies where the one-band model is not valid, but here they hardly affect the result. In the transfer matrix each added mode also raises $\kappa_{\max}$, roughly as $N\pi/L_y$, and so shortens the length that can be treated. The cascade has no such conflict between convergence and stability.

The full numerical output follows.

## Computed results

```
mass 0.043 m0, width 10.0 nm, modes 6
layer 1: 4.0 nm, barrier 0.05 eV, field 0.1 MV/cm
layer 2: 12.0 nm, barrier 0.1 eV, field 0.3 MV/cm
layer 3: 4.0 nm, barrier 0.05 eV, field 0.2 MV/cm
subbands 1, 2, 6 (eV): 0.0874 0.3498 3.1482
lowest gated subband above source: 0.0891 eV
largest decay constant, middle layer: 1.8445 nm^-1
length where eps*exp(kappa L)=1: 19.54 nm
reference wave number: 1.00 nm^-1
T at u=0.05 eV: 4.964789e-03
T at u=0.15 eV: 0.99392523
largest inverse norm, u=0.15 eV: 1.749
unitarity defect, u=0.5 eV: 6.0e-15
u=0.15 eV: middle nm, eps*|M|, T transfer, T cascade, T precise
  2.0  4.25e-07  9.885169e-01 0.98851686 0.98851686
  6.0  6.80e-04  9.925156e-01 0.99251558 0.99251558
 12.0  4.35e+01  9.939250e-01 0.99392523 0.99392523
 20.0  1.11e+08  1.176024e+00 0.99868841 0.99868841
 30.0  1.14e+16  7.114488e+13 0.99256704 0.99256704
 60.0  1.23e+40  7.616479e+60 0.99369021 0.99369021
60 nm, u=0.05 eV: cascade 8.680965e-12
60 nm, u=0.05 eV: precise 8.680965e-12
60 nm, no field, eps*|M|: 1.14e+40
60 nm, no field: transfer 0.97659783, cascade 0.97659783
one channel: E 0.1 eV, barrier 0.3 eV, 80.0 nm
  exact T 3.446441e-33
  safe T  3.446441e-33
  forward-subtraction T 0.000000e+00
  400 nm barrier, cascade T 3.042456e-165
cut thick barrier: x 0.4751, inverse norm 0.6450
double barrier: 0.3 eV, 8 nm each, well 5 nm
  resonance 0.115318 eV, half transmission 9.1801e-04
  inverse norm 1089.31, total T 1.00000000
T at u=0.15 eV with 1 modes: 0.99855364
T at u=0.15 eV with 2 modes: 0.99407150
T at u=0.15 eV with 4 modes: 0.99392597
T at u=0.15 eV with 6 modes: 0.99392523
T at u=0.15 eV with 10 modes: 0.99392519
300 K, Fermi level 0.05 eV: mean T 0.15630
conductance 12.110 uS (quantum 77.481 uS)
second lateral mode / first: 4.95e-05
rough gap 0.75 eV, nonparabolicity 1.221 /eV
u=0.05 eV: nonparabolic mass 0.0548 m0, T ratio 0.558
u=0.15 eV: nonparabolic mass 0.0601 m0, T ratio 1.004
rough oxide wall 2.0 eV, mass 0.3 m0
  subband 0.0489 eV, effective width 13.37 nm
  T ratio u=0.05: 5.625, u=0.15: 0.993
rough mobility 3000 cm2/Vs: free path 46.9 nm
gated length / free path: 0.426
largest transverse drop: 0.30 eV
```
